\section*{Why D₃ = D/2 for Two-Dimensional Diffusion-Limited Aggregation}

\section{Definitions and conventions}

Particles of radius $a$ arrive one at a time by diffusion from far away and stick where they first touch a connected planar cluster $K$, which contains the origin. After $N$ particles its linear size is $R$, and its fractal dimension $D$ is defined by $N\sim(R/a)^D$.

Let $\Phi$ map the exterior of the unit disc conformally onto the exterior of $K$, with
\begin{equation}
\Phi(w)=F\left(w+c_0+\frac{c_1}{w}+\dots\right),\qquad F>0 .
\end{equation}
The length $F$ is the capacity radius. The function $G(z)=\ln|\Phi^{-1}(z)|$ is harmonic outside $K$, vanishes on its boundary, and tends to $\ln|z|-\ln F$ far away. It is the potential of a grounded conductor and, up to a factor, the steady concentration around a perfect absorber. With the normal $n$ pointing out of the cluster, $\partial_nG=1/|\Phi'|$ on the boundary. The total flux is $2\pi$, so, if the arriving particle is treated as a point, the probability per unit length that it lands at a boundary point is
\begin{equation}
p=\frac{\partial_nG}{2\pi}=\frac{1}{2\pi|\Phi'|},\qquad d\mu=p\,ds=\frac{d\theta}{2\pi}. \label{p}
\end{equation}
Here $\mu$ is the harmonic, or growth, measure. A finite particle radius changes the landing probabilities at the scale $a$; we assume that this alters only constant factors. Cover the boundary by boxes of side $l$ holding probabilities $\mu_i$, and define
\begin{equation}
\sum_i\mu_i^q\sim\left(\frac lR\right)^{\tau(q)},\qquad D_q=\frac{\tau(q)}{q-1}.
\end{equation}
The relation sought is $\tau(3)=D$, which is the same as $D_3=D/2$. It needs three scaling assumptions: $N$ follows its power law; the third moment follows a single power from $R$ down to about $a$; and one typical size serves for both the averaged moment and the average of $\ln F$. It also assumes that numerical factors set by the structure at scale $a$ do not drift with $R$. The result connects two exponents. It neither proves that they exist nor gives their value.

Balls can replace boxes. A ball of radius $\sqrt2\,l$ about a point contains that point's box, so $\sum_i\mu_i^3\le\int\mu(B_{\sqrt2 l})^2d\mu$. Conversely, a ball of radius $l$ lies within the nine boxes $j$ around its own box $i$. Since $(\sum_j\mu_j)^2\le9\sum_j\mu_j^2$ and $\mu_i\mu_j^2\le(\mu_i^3+2\mu_j^3)/3$,
\begin{equation}
\int\mu(B_l)^2d\mu\le9\sum_i\sum_{j}\mu_i\mu_j^2\le81\sum_i\mu_i^3 .
\end{equation}
Constant factors do not alter the exponent.

\section{The simplest case: a disc}

For a disc of radius $R$ the measure is uniform. About $R/l$ boxes each hold about $l/R$, so
\begin{equation}
\sum_i\mu_i^3\sim\frac Rl\left(\frac lR\right)^3=\left(\frac lR\right)^2 .
\end{equation}
Thus $\tau(3)=2$ and $D_3=1$. A filled disc has $D=2$, and the relation holds. The disc also shows the mechanism. If each particle adds area of order $a^2$, then $R\,\delta R\sim a^2$ and $\delta\ln R\sim(a/R)^2$, which is the square of the probability at one particle-sized site. To generalize, we need the change in size caused by a particle placed anywhere on an irregular boundary.

\section{A size that electrostatics can follow}

The capacity radius is a legitimate measure of size. Let $r_{\max}$ be the largest distance from the origin to a point of $K$. The function $\ln|\Phi(w)/w|$ is harmonic for $|w|>1$, because the origin lies in $K$, and its value at infinity is $\ln F$. The mean-value property gives
\begin{equation}
\ln F=\int_0^{2\pi}\frac{d\theta}{2\pi}\ln|\Phi(e^{i\theta})|\le\ln r_{\max}. \label{mean}
\end{equation}

For a bound in the other direction, take $z_0\in K$ and set
\begin{equation}
g(w)=\sqrt{\frac{\Phi(w^2)-z_0}{F}}=w+\frac{c_0-z_0/F}{2w}+\dots
\end{equation}
The root is single-valued because $\Phi\ne z_0$ outside the disc. The function $g$ is odd and one-to-one: $g(w_1)=g(w_2)$ implies $w_1=\pm w_2$, and the minus sign would require $g(w_1)=0$. Writing $g=w+\sum_{m\ge1} b_mw^{-m}$, the area enclosed by the image of $|w|=\rho>1$ is
\begin{equation}
\frac1{2i}\oint\bar g\,dg=\pi\left(\rho^2-\sum_{m\ge1}m|b_m|^2\rho^{-2m}\right)\ge0 .
\end{equation}
Letting $\rho\to1$ gives $|b_1|\le1$, hence $|c_0F-z_0|\le2F$. The choice $z_0=0$ gives $|c_0F|\le2F$, and the triangle inequality then gives $|z_0|\le4F$. Therefore
\begin{equation}
F\le r_{\max}\le4F .
\end{equation}
If one of these lengths follows a power of $N$, so does the other, with the same exponent.

\section{Adding material to any conductor}

Let $K$ grow to $K'$, with potential $G'$ and capacity radius $F'$. Both potentials are harmonic outside $K'$, so Green's identity equates the flux of $G\nabla G'-G'\nabla G$ through $\partial K'$ to that through a large circle of radius $r$. On $\partial K'$ we have $G'=0$. On the circle both radial derivatives tend to $1/r$. Hence
\begin{align}
\int_{\partial K'}G\,\partial_nG'\,ds
&=2\pi\left[(\ln r-\ln F)-(\ln r-\ln F')\right]\nonumber\\
&=2\pi(\ln F'-\ln F). \label{green}
\end{align}
The remaining terms vanish as $r\to\infty$. The growth of $\ln F$ is the old potential averaged over the new harmonic measure: material reaching into high potential enlarges the capacity most.

For a shallow outward displacement $h(s)$, to first order $G=h\,\partial_nG=2\pi ph$ on the new boundary and $\partial_nG'=2\pi p$. Then
\begin{equation}
\delta\ln F=2\pi\int p^2h\,ds. \label{shallow}
\end{equation}
One factor of $p$ is the potential reached and the other is the charge found there.

A disc provides the first limit: with $p=1/(2\pi R)$ and constant $h=\delta R$, equation (\ref{shallow}) gives $2\pi(2\pi R)\delta R/(2\pi R)^2=\delta R/R$, as it must. An ellipse is less symmetric. Take semi-axes 2 and 1, with boundary $(2\cos t,\sin t)$, and displace it by $h=\epsilon\exp\{[\cos(t-t_0)-1]/0.05\}$. Solving the boundary integral equation for $\epsilon=\pm10^{-3}$ gives $d\ln F/d\epsilon=0.0846$ at the tip and $0.0458$ on the flat side. Both agree with (\ref{shallow}) to the printed digits. Per unit added area the two gains are 0.141 and 0.041, so equal material counts about 3.4 times more at the tip.

\section{One particle is not a shallow bump}

Place a half-disc of radius $a$ on a locally flat boundary, where the old potential is $G=Ey$ with $E=2\pi p$. In polar coordinates about its centre the new potential is
\begin{equation}
G'=E\left(r-\frac{a^2}{r}\right)\sin\phi .
\end{equation}
It vanishes on the flat part and on $r=a$, and it approaches $Ey$ at distances large compared with $a$. At $r=a$, $G=Ea\sin\phi$ and $\partial_rG'=2E\sin\phi$. Only the half-disc contributes to (\ref{green}), since $G=0$ elsewhere:
\begin{align}
\delta\ln F&=\frac1{2\pi}\int_0^\pi(Ea\sin\phi)(2E\sin\phi)\,a\,d\phi\nonumber\\
&=\frac{E^2a^2}{\pi}\cdot\frac\pi2=\frac{E^2a^2}{2}=\frac{a^2}{2|\Phi'|^2}. \label{halfdisc}
\end{align}
The shallow formula with the same area $\pi a^2/2$ would give $E^2a^2/4$. The half-disc doubles it by concentrating charge on itself. A different particle shape changes the numerical factor but not the square of $p$.

For a bump on the unit disc there is an exact map. Put $s=(w-1)/(w+1)$, solve
\begin{equation}
(1-b^2)s=t-\frac{b^2}{t},\qquad \operatorname{Re}t>0, \label{bump}
\end{equation}
and set $w'=(1+t)/(1-t)$. On $t=be^{i\phi}$ the right side is $2ib\sin\phi$, which is imaginary, so this arc joins the boundary. Far away $s\simeq1-2/w$ and $t\simeq1-2/w'$, and (\ref{bump}) becomes
\begin{equation}
(1-b^2)\left(1-\frac2w\right)=(1-b^2)-(1+b^2)\frac2{w'} .
\end{equation}
Thus $w'/w\to(1+b^2)/(1-b^2)$, whose logarithm is $2b^2$ to leading order. The bump's top is at $w'=(1+b)/(1-b)\simeq1+2b$, so its radius is about $2b$. Setting $2b|\Phi'|=a$ turns $2b^2$ into $a^2/(2|\Phi'|^2)$, in agreement with (\ref{halfdisc}). For $b=0.01$, the capacity gain found from (\ref{mean}) is within 2\% of twice the shallow value for the same area. The difference is a curvature correction of order $b$.

\section{The third power comes from choosing the site}

In diffusion-limited aggregation the site is itself drawn from $\mu$. For a given cluster the expected gain is therefore
\begin{align}
\mathrm E[\delta\ln F]&=\frac{a^2}{2}\int\frac{d\mu}{|\Phi'|^2}
=\frac{a^2}{2}\int(2\pi p)^2\,p\,ds\nonumber\\
&=2\pi^2a^2\int p^3ds. \label{sum}
\end{align}
Two powers come from electrostatics and one from the growth rule. The factor $1/2$ in the gain was derived for a boundary flat over a distance $a$. On a boundary rough at that scale the factor depends on the local shape, and it can be very large in a re-entrant corner, where $p$ vanishes but the gain does not. We assume that the ratio of the average gain to the average of $a^2/|\Phi'|^2$ does not change with $R$, so the exponent is unaffected. The finite particle radius matters here. At an ideal sharp tip $p\sim r^{-1/2}$, so $\int p^3ds$ would diverge; rounding at scale $a$ removes the divergence.

To connect (\ref{sum}) with $\tau(3)$, take balls a few particle radii wide. On a flat piece, $\mu(B_l)=2lp=l/(\pi|\Phi'|)$. On the real boundary we write
\begin{equation}
\int\mu(B_l)^2d\mu=C\left(\frac l\pi\right)^2\left\langle|\Phi'|^{-2}\right\rangle, \label{coarse}
\end{equation}
where the brackets average over $\theta$. The assumption is that $C$ depends on structure at scale $l$ but not on $R$. The left side then scales as $(a/R)^{\tau(3)}$ when $l/a$ is fixed.

From the definition of $D$, $\ln F=D^{-1}\ln N+\text{constant}$, so
\begin{equation}
\frac{d\ln F}{dN}=\frac1{DN}\sim\left(\frac aR\right)^D. \label{growth}
\end{equation}
Averaging (\ref{sum}) over clusters and using (\ref{coarse}) gives the same derivative as $(a/R)^{\tau(3)}$. Equality over a range of $R$ requires
\begin{equation}
\boxed{\tau(3)=D,\qquad D_3=\frac D2.}
\end{equation}

\section{Trying it on grown clusters}

Composing maps of type (\ref{bump}), each rotated to a uniformly random angle and with $b=a/(2|\Phi'|)$ limited to at most $1/2$, grows a cluster. Because $\Phi'$ varies across a bump, the particles are not identical half-discs; their mean area is about 2.1 times $\pi a^2/2$, rising from about 2.0 for the first 75 particles to about 2.2 beyond 150. Twenty-four clusters of 600 particles were grown, and their boundaries were sampled at 1200 angles. The boundary mean (\ref{mean}) reproduced the accumulated $\ln F$ within 0.0011, and $r_{\max}/F$ lay between 1.2 and 2.2.

Each bump is sized from $|\Phi'|$, so its gain is almost exactly $a^2/(2|\Phi'|^2)$ by construction. Comparing recorded growth with the third moment therefore checks the average over sites, not the electrostatics. At $N=150$ and 300 the recorded $d\ln F/dN$ was 1.01 and 1.03 times the value from the third moment. Taking the difference over $N\pm N/5$ accounts for about 0.01 of each excess. The coarse-graining assumption was tested with balls of radius $3a$. As $F$ rose from $11.3a$ to $37.6a$, $C$ stayed between 0.74 and 0.76. It differs from the flat value of 1, but shows no appreciable power of size.

Growth of $F$ against the particle count gives $D=1.72$. Because the mean particle area drifts upward over this range, using the deposited area in place of $N$ raises the fitted $D$ by about 0.05. The moment with fixed ball radius, followed as the clusters grow, gives $\tau(3)=1.70$, hence $D_3=0.85$ beside $D/2=0.86$. With 24 clusters, $D$ and $\tau(3)$ each carry a statistical uncertainty of about 0.02 to 0.03. The neighbouring exponents are $\tau(2)=0.90$ and $\tau(4)=2.46$, so the agreement singles out the third moment. Equation (\ref{growth}) also has an amplitude: at $N=600$, with the derivative taken from the third moment,
\begin{equation}
N\frac{d\ln F}{dN}=600\times0.000978=0.587,
\end{equation}
whose inverse is 1.70, again close to $D$.

A more demanding comparison holds the cluster at 600 particles and varies the ball radius from $3a$ to $10a$. It gives $\tau(3)=1.62$ and $D_3=0.81$, about 6\% below the values expected from $D$. Among $\tau(2)$, $\tau(3)$ and $\tau(4)$, the third is still the closest to $D$. The cause of this shortfall was not established. With less than a decade of scale, these are effective exponents. They support the coarse-graining step, and with it the relation, without fixing its asymptotic accuracy.

\section{Changing the growth rule and the dimension}

A straight needle shows what fails when sites are not drawn from $\mu$. The map $F(w+1/w)$ gives a needle of length $4F$. If each particle lengthens it by a fixed amount at a tip, $F\propto N$ and $D=1$. At distance $r\ll F$ from a tip, $r\simeq F\theta^2$, so the measure within $r$ is $\theta/\pi=\pi^{-1}(r/F)^{1/2}$. The tip ball contributes $\mu^3\sim(l/F)^{3/2}$. The rest contributes $l^2F^{-3/2}\int_l r^{-3/2}dr$, which has the same power. Hence $\tau(3)=3/2$, and quadrature gives 1.500. The relation fails although (\ref{green}) still holds: growth always at the tip gives $\delta\ln F\sim\mu_{\rm tip}^2\sim a/F$, which correctly returns $D=1$.

More generally, choose a particle-sized site with probability $\mu_i^\eta/\sum_j\mu_j^\eta$. Since its gain scales as $\mu_i^2$,
\begin{equation}
\left(\frac aR\right)^D\sim\frac{\sum_i\mu_i^{\eta+2}}{\sum_i\mu_i^\eta}
\quad\Longrightarrow\quad D=\tau(\eta+2)-\tau(\eta).
\end{equation}
For $\eta=1$, normalization gives $\tau(1)=0$ and the earlier result returns. For $\eta=0$ and a compact disc, $\tau(2)-\tau(0)=1-(-1)=2$, as required.

In $d\ge3$ dimensions let the potential be $u\simeq1-\mathcal C/r^{d-2}$ far away. With $S_d$ the area of the unit sphere, the total flux is $(d-2)S_d\mathcal C$, so $\partial_nu=(d-2)S_d\mathcal C\,p$. Repeating Green's identity for an added volume of order $a^d$ gives $(d-2)S_d\,\delta\mathcal C\sim(\partial_nu)^2a^d$. With $\mu_i\sim pa^{d-1}$ and $\mathcal C\sim R^{d-2}$,
\begin{equation}
\delta\ln\mathcal C\sim\mathcal C\,p^2a^d\sim\left(\frac Ra\right)^{d-2}\mu_i^2 .
\end{equation}
Averaging over $\mu$ and equating to $(a/R)^D$ yields
\begin{equation}
\tau(3)=D+d-2 .
\end{equation}
A compact sphere has $D=d$ and $\tau(3)=2(d-1)$, which agrees. Thus $D_3=D/2$ belongs to the plane. The assumption $\mathcal C\sim R^{d-2}$ also fails for objects too sparse to screen the field. A thin line in three dimensions is the marginal case: $\mathcal C\sim R/\ln(R/a)$, so the power law fails only by a logarithm.

\section{A thin zinc deposit}

Slow zinc electrodeposition in a thin cell can approximate this geometry. Take a deposit unit $a=2\,\mu$m, cell gap $H=4\,\mu$m, outer radius $L=400\,\mu$m, ion diffusivity $\kappa=7\times10^{-6}$ cm$^2$/s, concentration $c=0.05$ mol/L and molar volume $V_m=9.2$ cm$^3$/mol. These are rough or chosen values, and excess supporting electrolyte suppresses migration of the zinc ions. Zinc arrives ion by ion, so treating the deposit as half-disc units attached at random sites is a modelling assumption. On the same outline, smooth shallow growth with thickness proportional to $p$ would raise $\ln F$ by nearly the same amount per unit area: the simulated units gain a factor of two by protruding, but their mean area is also about twice the nominal $\pi a^2/2$. The 600-unit leaf then has $F=75\,\mu$m.

The concentration is approximately $c\,G/\ln(L/F)$, so the supply per unit height is $2\pi\kappa c/\ln(L/F)$. Dividing the deposited area per second by a nominal $\pi a^2/2$ gives a nominal attachment rate
\begin{equation}
\nu=\frac{4\kappa cV_m}{a^2\ln(L/F)}
=\frac{4(700)(4.6\times10^{-4})}{4(1.67)}\ \mathrm{s^{-1}}=0.19\ \mathrm{s^{-1}},
\end{equation}
with lengths in micrometres. The third moment converts this into an advance of the capacity radius,
\begin{equation}
\dot F=F\frac{d\ln F}{dN}\nu
=(75.2\,\mu\mathrm m)(0.000978)(0.193\,\mathrm{s^{-1}})
=14\ \mathrm{nm/s}.
\end{equation}
These two values are too high, because the simulated units have a mean area about 2.1 times $\pi a^2/2$. The same supply attaches only about 0.09 of them per second, and the advance is about 7 nm/s. At fixed $F$ the current does not depend on the unit size; for two electrons per ion it is 0.10 $\mu$A. The ratios below keep the nominal rate, so those containing $\dot F$ are overestimated about twofold.

The estimate assumes that the deposit fills the gap with the same outline at every height, so that the field is two-dimensional. Otherwise the field is three-dimensional within about $H$ of the deposit. That distance is small beside the leaf, $H/F=0.05$, but since $H=2a$ it could change the gain from one unit by a factor of order one. For relaxation of the outer field the ratio is $(L^2/\kappa)(\dot F/F)=0.04$, or 0.02 with the larger unit area. For a slowly growing circle the resulting relative change in flux is, to first order, this ratio times $\int_{F/L}^1x\ln^2x\,dx/\ln^2(L/F)$. The integral tends to $1/4$ for $F\ll L$ and is 0.16 here, so the change is the ratio divided by about 17, well under 1\%. The kinetic length is 0.02 of $a$, for a rate constant of $10^{-4}$ cm/s and an overpotential of 0.25 V. The moving-boundary ratio $\dot FF/\kappa$ and the capillary length relative to $a$ are each about 0.002, and buoyant convection is smaller still if the cell lies horizontal; in a vertical cell its ratio to diffusion would be about 0.01 across the leaf and 0.06 over the distance $L$, so there it could exceed the relaxation effect. The leaf's irregular outline also disturbs the assumed circular outer field; that correction was not sized.

The chosen bath is dilute. At 1 mol/L, with other inputs fixed, the rate and the relaxation ratio rise twentyfold; the latter reaches about 0.4 once the larger unit area is included, which by the same circular estimate changes the flux by about 2\%. Removing the supporting electrolyte breaks another assumption. In a dilute symmetric binary salt, zero anion flux makes cation migration equal to cation diffusion, so the rate doubles while the concentration remains Laplacian. Crystalline anisotropy and hydrogen evolution can alter the deposit further and are outside this estimate. The numerical output lists the remaining inputs and ratios.

\section*{Computed values}
\begin{verbatim}
ellipse semi-axes: 2.0, 1.0 (length units)
ellipse capacity radius, integral equation: 1.500000
tip: d lnF/d height direct 0.084601, formula 0.084601, per area 0.14053
flat side: d lnF/d height direct 0.045786, formula 0.045786, per area 0.04136
half-disc to shallow-bump capacity ratio: 1.963
clusters: 24, particles in each: 600, boundary samples: 1200
D from growth of capacity radius: 1.716
largest error of lnF from boundary mean: 0.00107
r_max/F range: 1.226 to 2.199
n=75: F=11.26 particle radii, dlnF/dn=0.007539, ball moment=0.01039, ratio=0.756
n=150: F=16.64 particle radii, dlnF/dn=0.003826, ball moment=0.00519, ratio=0.744
n=300: F=25.05 particle radii, dlnF/dn=0.001946, ball moment=0.00265, ratio=0.746
n=600: F=37.62 particle radii, dlnF/dn=0.000978, ball moment=0.00133, ratio=0.744
n=150: recorded dlnF/dn=0.003881, recorded/third-moment=1.014
n=300: recorded dlnF/dn=0.002012, recorded/third-moment=1.034
tau(3) from field moment against F: 1.688
tau(2), tau(3), tau(4), fixed ball, growing cluster: 0.901, 1.700, 2.457
tau(2), tau(3), tau(4), fixed cluster, varying ball: 0.861, 1.619, 2.335
ball radii fitted: 3.0 to 10.0 particle radii
D_3 (growing cluster): 0.850; D/2: 0.858
D_3 (varying ball): 0.809
needle tau(3): 1.500 (its growth dimension is one)
Zn: unit radius 2.0 um, gap 4.0 um, outer radius 400 um
Zn: diffusivity 7.0e-06 cm2/s, concentration 0.050 mol/L, T 298 K
Zn: molar volume 9.2 cm3/mol, surface energy 1.0 J/m2
Zn: rate constant 1.0e-04 cm/s, overpotential 0.25 V
Zn: density step 0.0080 g/cm3, viscosity 1.0 mPa s
Zn leaf capacity radius: 75.2 um
Zn attachment rate: 0.1927 units/s
Zn capacity-radius advance: 14.18 nm/s
Zn deposition current: 0.1016 uA
neglected moving boundary, advance*radius/diffusivity: 1.52e-03
neglected outer-field relaxation / growth time: 0.043
neglected gap/leaf radius: 0.053
neglected capillary length/unit radius: 1.86e-03
neglected kinetic length/unit radius: 2.07e-02
neglected buoyant convection/diffusion: 5.75e-05
\end{verbatim}
